**Heat conduction limited by electron-electron collisions in a 3D Fermi liquid**

The program tests κ = N(0)v_F²Y(λ)/(3KT), where N(0) is the density of states for both spins, v_F the Fermi velocity, K the angular collision constant and λ = 1+2⟨cosθ⟩ the return factor for odd deviations. Y is the dimensionless heat response. It asserts that the series for Y agrees with a grid solution of the integral equation, and that the energy integrals and kernel eigenvalues agree with their formulas. It also asserts that the current response diverges as momentum loss vanishes, while the heat response stays finite. A variational conductivity from the three-dimensional collision functional, with momenta off the Fermi surface, is required to approach the formula at low temperature. The output shows its ratio to the formula falling from 1.030 at 300 K to 1.008 at 75 K, with a linear extrapolation of 1.000. For r_s = 4 bohr and Thomas-Fermi-screened Born scattering, κT is 2.53×10⁶ W/m, or κ = 8.4×10³ W/(m K) at 300 K. A rough phonon estimate gives only about 100 W/(m K), so electron-electron collisions are a small part of the thermal resistance in such a metal at that temperature.

## Check in Python

```python
"""
Result under test: a 3D Galilean-invariant Fermi liquid with only
electron-electron collisions has, at low temperature T,
    kappa = N0 vF^2 Y(lam) / (3 K T),
    Y = 2 sum_{l=2,4,..} (2l+1) / (l(l+1) (l(l+1) - 2 lam)),
and no electrical resistivity.
Symbols (hbar = kB = e = m_e = 1): N0 density of states for both spins,
vF Fermi velocity, K T^2 (x^2+pi^2)/2 quasiparticle relaxation rate at
x = (energy - mu)/T, lam = 1 + 2 <cos theta>, theta the angle between the
colliding momenta, < > the average weighted with the scattering probability.
The example uses Born scattering by a statically screened Coulomb potential.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import expit

pi = np.pi
hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]
time_au = sc.hbar / hartree
kappa_unit = sc.k / (time_au * bohr)            # W/(m K)
rho_unit = sc.hbar * bohr / sc.e**2             # ohm m
kelvin = sc.k / hartree                         # one kelvin in hartree

# ---------------- example parameters ----------------
r_s = 4.0
T_K = 300.0
coupling_phonon = 0.2        # rough electron-phonon coupling
rho_residual = 1e-11         # ohm m, rough value for a very pure sample
density = 3 / (4 * pi * r_s**3)
pF = (3 * pi**2 * density) ** (1 / 3)
EF = pF**2 / 2
T = T_K * kelvin
ks2 = 4 * pF / pi            # Thomas-Fermi screening wavenumber squared


def v_tf(q2):
    return 4 * pi / (q2 + ks2)


def v_lindhard(q2):
    y = np.sqrt(q2) / (2 * pF)
    shape = 0.5 + (1 - y**2) / (4 * y) * np.log((1 + y) / (1 - y))
    return 4 * pi / (q2 + ks2 * shape)


def probability(v, q2_direct, q2_exchange, exchange=True):
    a, b = v(q2_direct), v(q2_exchange)
    return a * a + b * b - (a * b if exchange else 0.0)


def angular(v, nodes=48, exchange=True, mass=1.0):
    """K, odd-mode factor, even-mode factor from Fermi-surface averages."""
    z, w = np.polynomial.legendre.leggauss(nodes)
    theta, w = (z + 1) * pi / 2, w * pi / 2
    phi = (np.arange(2 * nodes) + 0.5) * pi / nodes
    th, ph = np.meshgrid(theta, phi, indexing="ij")
    qa = (2 * pF * np.sin(th / 2) * np.sin(ph / 2)) ** 2
    qb = (2 * pF * np.sin(th / 2) * np.cos(ph / 2)) ** 2
    weight = (w[:, None] * pi / nodes * np.sin(th / 2)
              * probability(v, qa, qb, exchange))
    total = weight.sum()
    c12 = (weight * np.cos(th)).sum() / total
    c13 = (weight * (1 - qa / (2 * pF**2))).sum() / total
    c14 = (weight * (1 - qb / (2 * pF**2))).sum() / total
    return (mass**3 * total / (2 * pi) ** 4,
            c12 + c13 + c14, c13 + c14 - c12)


def y_series(lam):
    l = np.arange(2, 400001, 2, dtype=float)
    a = l * (l + 1)
    return 2 * np.sum((2 * l + 1) / (a * (a - 2 * lam)))


def kappa_times_T(v, nodes=48, exchange=True, mass=1.0):
    K_, lam_, _ = angular(v, nodes, exchange, mass)
    return (pF * mass / pi**2) * (pF / mass) ** 2 * y_series(lam_) / (3 * K_)


K, lam, lam_even = angular(v_tf)
Y = y_series(lam)
kT = kappa_times_T(v_tf)
mesh_shift = kappa_times_T(v_tf, 24) / kT - 1
assert abs(mesh_shift) < 1e-6
assert abs(lam_even - 1) < 1e-10 and lam < 3

# ---------------- integral equation on an energy grid ----------------
h = 0.75
half = 60
x = h * np.arange(-half, half + 1)
diff = x[:, None] - x[None, :]
safe = np.where(diff == 0, 1.0, diff)
kernel = np.where(diff == 0, 1.0, safe / (2 * np.sinh(safe / 2)))
rate = (x**2 + pi**2) / 2
s_even = 1 / (2 * np.cosh(x / 2))
s_odd = x * s_even


def response(source, factor, loss=0.0):
    matrix = np.diag(rate + loss) - factor * h * kernel
    g = np.linalg.solve(matrix, source)
    return h * np.dot(source, g), g


Y_grid, g_heat = response(s_odd, lam)
assert abs(Y_grid / Y - 1) < 1e-7

# eigenvalues of the collision kernel against 2/(l(l+1))
modes = eigh(h * kernel, np.diag(rate), eigvals_only=True)[::-1][:4]
expected = np.array([2 / (l * (l + 1)) for l in range(1, 5)])
assert np.max(np.abs(modes - expected)) < 1e-6

# energy integrals from the occupation factors, for an odd trial function
x1 = 1.5
x2, x3 = np.meshgrid(x, x, indexing="ij")
occ = expit(-x2) * expit(x3) * expit(x1 + x2 - x3)
out_direct = h * h * occ.sum()
out_formula = expit(x1) * (x1**2 + pi**2) / 2
partner = h * h * (occ * x2**3).sum()
scattered = h * h * (occ * x3**3).sum()
scattered4 = h * h * (occ * (x1 + x2 - x3) ** 3).sum()
w1 = x1 - x
w1s = np.where(w1 == 0, 1.0, w1)
bose = np.where(w1 == 0, 1.0, w1s / (-np.expm1(-w1s)))
kernel_formula = h * np.sum(expit(x) * x**3 * bose)
assert abs(out_direct / out_formula - 1) < 1e-7
assert abs(scattered / kernel_formula - 1) < 1e-6
assert abs(scattered4 / kernel_formula - 1) < 1e-6
assert abs(partner / kernel_formula + 1) < 1e-6

# weak momentum loss: current response diverges, heat response does not
for loss in (1e-2, 1e-3):
    electric, _ = response(s_even, lam_even, loss)
    assert abs(electric * loss - 1) < 1e-5
heat_small_loss, _ = response(s_odd, lam, 1e-3)
assert abs(heat_small_loss / Y - 1) < 1e-3

# ------- complete 3D collision functional, momenta off the Fermi surface ----
psi = g_heat * 2 * np.cosh(x / 2)


def full_kappa(temp):
    """Variational kappa and force-balance shift at finite temperature."""
    n = np.arange(-20, 21)
    i, j, k_ = [a.ravel() for a in np.meshgrid(n, n, n, indexing="ij")]
    idx = [half + i + j, half + i - j, half + i + k_, half + i - k_]
    occ4 = np.prod([s_even[a] for a in idx], axis=0)
    keep = occ4 * (1 + i**2 + j**2 + k_**2) > 1e-7
    i, j, k_, occ4 = i[keep], j[keep], k_[keep], occ4[keep]
    p1, p2, p3, p4 = [psi[a[keep]] for a in idx]
    A, B, C = p1 + p2 - p3 - p4, p1 - p2, p3 - p4
    s, d, dp = 2 * h * i, 2 * h * j, 2 * h * k_
    p_max = 2 * np.sqrt(2 * EF + temp * s)
    n_p, n_phi = 160, 8
    cos_phi = np.cos((np.arange(n_phi) + 0.5) * pi / n_phi)[:, None]
    total = 0.0
    for u in (np.arange(n_p) + 0.5) / n_p:
        P = p_max * np.sin(pi * u / 2) ** 2
        dP = p_max * (pi / 2) * np.sin(pi * u) / n_p
        k2 = 2 * EF + temp * s - P**2 / 4
        Pk = P * np.sqrt(k2)
        ca, cb = d * temp / Pk, dp * temp / Pk
        ok = (np.abs(ca) < 1) & (np.abs(cb) < 1)
        if not ok.any():
            continue
        ca, cb, kk, a, b, c = ca[ok], cb[ok], k2[ok], A[ok], B[ok], C[ok]
        cg = ca * cb + np.sqrt((1 - ca**2) * (1 - cb**2)) * cos_phi
        M = probability(v_tf, 2 * kk * (1 - cg), 2 * kk * (1 + cg))
        change2 = (P[ok] ** 2 * a**2 / 4
                   + kk * (b**2 + c**2 - 2 * b * c * cg)
                   + a * temp * (d[ok] * b - dp[ok] * c))
        angle_sum = (M * change2).sum(axis=0) * 2 * pi / n_phi
        total += np.sum(dP[ok] * occ4[ok] * angle_sum)
    total *= (2 * h) ** 3
    dissipation = (2 * 2 * pi / (2 * pi) ** 9 / 4 / (3 * pF**2)
                   * 2 * pi**2 * temp**3 * total)
    energy = EF + temp * x
    density_pv = np.sqrt(2 * energy) / pi**2 * 2 * energy * s_even**2
    shift = np.sum(density_pv * x) / np.sum(density_pv)
    overlap = temp * h / (3 * pF) * np.sum(density_pv * (x - shift) * psi)
    return overlap**2 / dissipation, shift


temps = [T, T / 2, T / 4]
full = [full_kappa(t) for t in temps]
ratios = [f[0] * t / kT for f, t in zip(full, temps)]
limit = 2 * ratios[2] - ratios[1]
slope = np.log(full[1][0] / full[2][0]) / np.log(2)
shift_formula = pi**2 * T / (2 * EF)
assert abs(limit - 1) < 0.01        # remainder beyond linear order in T/TF
assert abs(ratios[2] - 1) < abs(ratios[0] - 1) < 0.15
assert abs(slope + 1) < 0.05
assert abs(full[0][1] / shift_formula - 1) < 0.01

# ---------------- sizes of neglected effects ----------------
kappa = kT / T * kappa_unit
rate_ee = K * T**2 * pi**2 / 2
rate_ph = 2 * pi * coupling_phonon * T
kappa_ph = pi**2 / 3 * density * T / rate_ph * kappa_unit
lorenz0 = pi**2 / 3 * (sc.k / sc.e) ** 2
kappa_imp = lorenz0 * T_K / rho_residual
rate_imp = density * rho_residual / rho_unit
loss = rate_imp / (K * T**2)
heat_loss, _ = response(s_odd, lam, loss)
elec_loss, _ = response(s_even, lam_even, loss)
lorenz_ratio = heat_loss / elec_loss / (pi**2 / 3)
kT_SI = kT * kappa_unit / kelvin
T_equal = np.sqrt(kT_SI * rho_residual / lorenz0)


def change(value):
    return 100 * (value / kT - 1)


print(f"r_s = {r_s:.1f} bohr")
print(f"electron density = {density / (bohr * 1e9)**3:.2f} nm^-3")
print(f"Fermi momentum pF = {pF:.4f} a.u.")
print(f"Fermi energy = {EF * hartree / sc.e:.3f} eV")
print(f"Fermi temperature = {EF / kelvin:.0f} K")
print(f"temperature = {T_K:.0f} K,  T/TF = {T / EF:.5f}")
print(f"Thomas-Fermi wavenumber = {np.sqrt(ks2):.4f} a.u.")
print(f"collision constant K = {K:.4f} a.u.")
print(f"<cos theta> = {(lam - 1) / 2:.4f}")
print(f"lambda (heat, odd) = {lam:.4f}")
print(f"factor for even modes = {lam_even:.6f}")
print(f"Y from series = {Y:.6f}")
print(f"Y from integral equation = {Y_grid:.6f}")
print(f"share of l=2 term in Y = {100 * 5 / (6 * (3 - lam)) / Y:.2f} %")
print("kernel eigenvalues l=1..4 =", " ".join(f"{m:.5f}" for m in modes))
print(f"kappa*T = {kT:.4e} a.u.")
print(f"kappa*T = {kT_SI:.3e} W/m")
print(f"kappa (e-e only) at 300 K = {kappa:.3e} W/(m K)")
print(f"kappa (e-e only) at 1 K = {kT_SI:.3e} W/(m K)")
print(f"mesh shift of kappa, 24 to 48 nodes = {100 * abs(mesh_shift):.1e} %")
print(f"e-e lifetime at Fermi level, 300 K = {time_au / rate_ee * 1e12:.3f} ps")
for t, r in zip(temps, ratios):
    print(f"full 3D kappa / formula at {t / kelvin:.0f} K = {r:.4f}")
print(f"same ratio extrapolated to T=0 = {limit:.4f}")
print(f"d ln kappa/d ln T, 75 to 150 K, full 3D = {slope:.4f}")
print(f"force-balance shift delta, quadrature = {full[0][1]:.5f}")
print(f"force-balance shift delta, formula = {shift_formula:.5f}")
print(f"Lindhard screening changes kappa by {change(kappa_times_T(v_lindhard)):.1f} %")
print(f"no exchange changes kappa by {change(kappa_times_T(v_tf, exchange=False)):.1f} %")
print(f"10% heavier mass, same V: {change(kappa_times_T(v_tf, mass=1.1)):.1f} %")
print(f"rough phonon coupling = {coupling_phonon:.1f}")
print(f"phonon-limited kappa at 300 K = {kappa_ph:.0f} W/(m K)")
print(f"kappa_phonon/kappa_ee at 300 K = {100 * kappa_ph / kappa:.2f} %")
print(f"phonon resistivity at 300 K = {rate_ph / density * rho_unit * 1e9:.1f} nohm m")
print(f"e-e scale if all momentum lost = {rate_ee / density * rho_unit * 1e9:.3f} nohm m")
print(f"rough residual resistivity = {rho_residual * 1e9:.3f} nohm m")
print(f"impurity-limited kappa at 300 K = {kappa_imp:.3e} W/(m K)")
print(f"impurity-limited kappa at 1 K = {kappa_imp / T_K:.3e} W/(m K)")
print(f"kappa_ee = kappa_impurity at T = {T_equal:.1f} K")
print(f"loss parameter eta at 300 K = {loss:.4f}")
print(f"Lorenz/L0, e-e + impurities, 300 K = {lorenz_ratio:.4f}")
print("verified")
```

Printed output:

```
r_s = 4.0 bohr
electron density = 25.17 nm^-3
Fermi momentum pF = 0.4798 a.u.
Fermi energy = 3.132 eV
Fermi temperature = 36345 K
temperature = 300 K,  T/TF = 0.00825
Thomas-Fermi wavenumber = 0.7816 a.u.
collision constant K = 2.1043 a.u.
<cos theta> = -0.2290
lambda (heat, odd) = 0.5420
factor for even modes = 1.000000
Y from series = 0.419449
Y from integral equation = 0.419449
share of l=2 term in Y = 80.83 %
kernel eigenvalues l=1..4 = 1.00000 0.33333 0.16667 0.10000
kappa*T = 7.4352e-04 a.u.
kappa*T = 2.532e+06 W/m
kappa (e-e only) at 300 K = 8.441e+03 W/(m K)
kappa (e-e only) at 1 K = 2.532e+06 W/(m K)
mesh shift of kappa, 24 to 48 nodes = 2.2e-14 %
e-e lifetime at Fermi level, 300 K = 2.581 ps
full 3D kappa / formula at 300 K = 1.0304
full 3D kappa / formula at 150 K = 1.0152
full 3D kappa / formula at 75 K = 1.0076
same ratio extrapolated to T=0 = 1.0000
d ln kappa/d ln T, 75 to 150 K, full 3D = -0.9891
force-balance shift delta, quadrature = 0.04073
force-balance shift delta, formula = 0.04073
Lindhard screening changes kappa by -7.2 %
no exchange changes kappa by -43.5 %
10% heavier mass, same V: -31.7 %
rough phonon coupling = 0.2
phonon-limited kappa at 300 K = 105 W/(m K)
kappa_phonon/kappa_ee at 300 K = 1.25 %
phonon resistivity at 300 K = 69.6 nohm m
e-e scale if all momentum lost = 0.546 nohm m
rough residual resistivity = 0.010 nohm m
impurity-limited kappa at 300 K = 7.329e+05 W/(m K)
impurity-limited kappa at 1 K = 2.443e+03 W/(m K)
kappa_ee = kappa_impurity at T = 32.2 K
loss parameter eta at 300 K = 0.0903
Lorenz/L0, e-e + impurities, 300 K = 0.0114
verified
```
